\section*{Maxwell Garnett Resonance of a Film of Drude Spheres}

Consider equal spheres of a lossless free-electron metal, of radius $b$, scattered through vacuum with $n$ spheres per unit volume. If the spheres and the distances between neighbours are much smaller than the wavelength, the fields around them obey electrostatics at each instant, and the speed of light drops out. The only frequency left is the plasma frequency $\omega_p$ of the metal, and the two lengths $b$ and $n^{-1/3}$ can enter only through a dimensionless ratio, here the filling fraction $f=4\pi nb^3/3$. Any resonance at a given type of arrangement must therefore have the form
\begin{equation}
\omega_0=\omega_p\,g(f).
\end{equation}
Dimensional analysis cannot supply $g$. Maxwell Garnett theory, which treats each sphere as a dipole in the mean field of the others, gives $g=\sqrt{(1-f)/3}$ for $0<f<1$.

Fields vary as $e^{-i\omega t}$, and Gaussian units are used for the dipole fields, so that polarizability is a volume and $D=E+4\pi P$. An electron in the lossless metal obeys $m\ddot x=-eE$, hence $x=eE/(m\omega^2)$. With electron density $n_e$, the polarization of the metal is $-n_eex=-n_ee^2E/(m\omega^2)$, and its permittivity is
\begin{equation}
\epsilon(\omega)=1-\frac{\omega_p^2}{\omega^2},\qquad \omega_p^2=\frac{4\pi n_ee^2}{m}.
\label{drude}
\end{equation}

Place one sphere in a uniform field $E_{\rm loc}$ along $z$. Inside, the potential is $Ar\cos\theta$; outside, it is $(-E_{\rm loc}r+p/r^2)\cos\theta$, where $p$ is the induced dipole. Continuity of the potential and of the normal displacement at $r=b$ requires
\begin{equation}
A=-E_{\rm loc}+\frac{p}{b^3},\qquad \epsilon A=-E_{\rm loc}-\frac{2p}{b^3}.
\end{equation}
Inserting the first equation in the second and collecting the terms in $p$ gives $(\epsilon+2)p/b^3=(\epsilon-1)E_{\rm loc}$. Thus
\begin{equation}
p=\alpha E_{\rm loc},\qquad \alpha=b^3\beta,\qquad \beta=\frac{\epsilon-1}{\epsilon+2}.
\label{alpha}
\end{equation}

The field $E_{\rm loc}$ differs from the macroscopic field $E$, because a sphere does not act on itself. Draw a large imaginary sphere of radius $R$ around the site. The dipoles beyond it can be treated as a continuum of polarization $P$. Their field is $E$ minus the field of a uniformly polarized ball. For that ball, take the potential $ar\cos\theta$ inside and $M\cos\theta/r^2$ outside. Continuity of the potential gives $M=aR^3$, and continuity of the normal displacement gives $-a+4\pi P=2M/R^3=2a$. Hence $a=4\pi P/3$, and the field in the ball is $-4\pi P/3$. Subtracting it adds $+4\pi P/3$ to $E$.

The dipoles within the imaginary sphere remain. One at $(x,y,z)$ contributes $p(3z^2-r^2)/r^5$ to the $z$ component at the centre. On a cubic lattice each shell has equal sums of $x^2$, $y^2$ and $z^2$, so its total contribution vanishes; the transverse components, proportional to $xz$ and $yz$, cancel by reflection. In a statistically isotropic arrangement the same cancellation holds on average. Therefore
\begin{equation}
E_{\rm loc}=E+\frac{4\pi}{3}P.
\label{lorentz}
\end{equation}
A numerical lattice sum by Ewald's method for a simple cubic array with $E=0$ gives $0.999999$ times this value of the local field.

Since $P=n\alpha E_{\rm loc}$, equation \eqref{lorentz} gives $P(1-4\pi n\alpha/3)=n\alpha E$. The definition $\epsilon_{\rm eff}E=E+4\pi P$, together with $4\pi n\alpha/3=f\beta$, then yields the Maxwell Garnett formula
\begin{equation}
\epsilon_{\rm eff}=1+\frac{3f\beta}{1-f\beta}.
\label{mg}
\end{equation}
For the Drude metal, $\epsilon-1=-\omega_p^2/\omega^2$ and $\epsilon+2=3-\omega_p^2/\omega^2$. Multiplying numerator and denominator of $\beta$ by $-\omega^2/3$ gives
\begin{equation}
\beta=\frac{\omega_p^2/3}{\omega_p^2/3-\omega^2}.
\end{equation}
Substitution in \eqref{mg}, followed by multiplication of numerator and denominator by $\omega_p^2/3-\omega^2$, gives
\begin{align}
\epsilon_{\rm eff}
&=1+\frac{f\omega_p^2}{\omega_p^2/3-\omega^2-f\omega_p^2/3}\nonumber\\
&=1+\frac{f\omega_p^2}{\omega_0^2-\omega^2},\qquad
\omega_0=\omega_p\sqrt{\frac{1-f}{3}}.
\label{result}
\end{align}
The numerator is nonzero, so the pole at $\omega_0$ is not cancelled. At the single-sphere frequency $\omega_p/\sqrt3$, by contrast, $\beta$ diverges but $\epsilon_{\rm eff}$ has the finite value $1-3=-2$.

The meaning of the pole is clearest in the time domain. Equation \eqref{result} is equivalent to
\begin{equation}
\ddot P+\left(\frac{\omega_p^2}{3}-\frac{f\omega_p^2}{3}\right)P=\frac{f\omega_p^2}{4\pi}E.
\end{equation}
The first term in the bracket is the restoring force from the surface charge of a sphere itself. The second comes from the Lorentz field of the other spheres, which points along $P$ and weakens that force. At $\omega_0$ the polarization can oscillate with no macroscopic field. In terms of the metal, setting $\omega=\omega_0$ in \eqref{drude} gives the condition $\epsilon=1-3/(1-f)=-(2+f)/(1-f)$.

A film has a second characteristic frequency. For a field normal to its plane, $D$ is continuous across the surface, and an internal field can persist with $D=0$ when $\epsilon_{\rm eff}=0$. From \eqref{result} this occurs at
\begin{equation}
\omega_z^2=\omega_0^2+f\omega_p^2=\frac{1-f+3f}{3}\,\omega_p^2=\frac{1+2f}{3}\,\omega_p^2.
\end{equation}
As $f\to0$, both frequencies approach $\omega_p/\sqrt3$, the resonance of an isolated sphere. As $f\to1$, the pole moves to zero and the zero moves to $\omega_p$, as in the bulk Drude metal. This second limit checks the algebra; equal spheres cannot fill space, and the dipole approximation fails before they touch.

As a test of the derivation, the polarizability obtained by solving the boundary equations numerically was combined with the lattice-summed local field, and the resonance was found by root search. At $f=0.02$, $0.10$, $0.25$ and $0.45$ the largest deviation from \eqref{result} was $4.3\times10^{-7}$ relative to the formula. This tests the dipole theory, not the neglect of higher multipoles, which at $f=0.45$ lower the resonance of a simple cubic array by more than 10\%.

In Maxwell Garnett theory the absorption line shrinks to zero width as the loss in the metal tends to zero. In a disordered film a finite width remains, because the spheres feel different local fields. A drag force $-m\gamma\dot x$ on the electrons replaces $\omega^2$ by $\omega^2+i\gamma\omega$ in the Drude permittivity, and the same algebra gives
\begin{equation}
\epsilon_{\rm eff}=1+\frac{f\omega_p^2}{\omega_0^2-\omega^2-i\gamma\omega},\qquad
\operatorname{Im}\epsilon_{\rm eff}=\frac{f\omega_p^2\gamma\omega}{(\omega_0^2-\omega^2)^2+\gamma^2\omega^2}.
\label{damped}
\end{equation}
At normal incidence the field is tangential and continuous. A film so thin that the field inside equals the incident field absorbs the fraction $(\omega d/c)\operatorname{Im}\epsilon_{\rm eff}$ of the power, where $d$ is its thickness. By \eqref{damped} this is proportional to
\begin{equation}
\omega\operatorname{Im}\epsilon_{\rm eff}=\frac{f\omega_p^2}{\gamma}\left[1+\frac{(\omega_0^2-\omega^2)^2}{\gamma^2\omega^2}\right]^{-1},
\end{equation}
which has its maximum at $\omega_0$. The peak of $\operatorname{Im}\epsilon_{\rm eff}$ alone lies slightly lower: its logarithmic derivative at $\omega_0$ is $1/\omega_0-2/\omega_0=-1/\omega_0$, so it is already falling there.

For numbers, take rough values typical of small aluminium spheres: $\hbar\omega_p=15$ eV and $b=5$ nm, with $f=0.10$ and a film 50 nm thick. On a cubic lattice the centres would be 17.4 nm apart, so the film is about three spacings thick and its description as a uniform medium is itself approximate. The pole lies at
\begin{equation}
\hbar\omega_0=15\ {\rm eV}\times\sqrt{0.90/3}=8.216\ {\rm eV},
\end{equation}
or 0.3019 hartree, at a vacuum wavelength of 150.9 nm. An isolated sphere resonates at 8.660 eV, so the neighbours lower the energy by 0.444 eV. The zero of $\epsilon_{\rm eff}$ is at 9.487 eV. At $f=0.05$, $0.20$ and $0.30$ the pole lies at 8.441, 7.746 and 7.246 eV. These digits serve to compare formulas; they are not the accuracy of a prediction for a real film. Even on a simple cubic lattice, coupling to the octupoles of the spheres lowers the pole by about 0.01 eV at $f=0.10$, 0.08 eV at $0.20$ and 0.25 eV at $0.30$.

The damping has two parts. A rough bulk value is $\hbar\gamma=0.60$ eV. Electrons also strike the surface at a rate of order $v_F/b$, with the coefficient here set to one. The plasma frequency implies a free-electron density of $1.63\times10^{29}$ m$^{-3}$ and hence a Fermi speed $v_F=\hbar(3\pi^2n_e)^{1/3}/m=1.96\times10^6$ m/s. This adds $\hbar v_F/b=0.258$ eV, for a total of 0.858 eV. In Maxwell Garnett theory the peak of $\operatorname{Im}\epsilon_{\rm eff}$ then has height 3.20 and lies at 8.205 eV, only 0.011 eV below the pole. Disorder, considered below, lowers and broadens this peak.

The transmittance of a film of finite thickness is a different quantity. Let $k=\omega/c$, $N=\sqrt{\epsilon_{\rm eff}}$ and $\delta=Nkd$. Behind the film the field is a transmitted wave of amplitude $t$ at the exit face, with slope $ikt$. Carrying both back through the film with the solutions $\cos Nkz$ and $\sin Nkz$ gives, at the front face,
\begin{align}
E(0)&=t\left(\cos\delta-\frac{i}{N}\sin\delta\right),\nonumber\\
\frac{E'(0)}{ik}&=t\left(\cos\delta-iN\sin\delta\right).
\end{align}
For unit incidence and reflected amplitude $r$, these equal $1+r$ and $1-r$. Their sum is 2, so
\begin{equation}
|t|^2=\left|\cos\delta-\frac{i}{2}\left(N+\frac1N\right)\sin\delta\right|^{-2}.
\end{equation}
For the 50 nm film, Maxwell Garnett theory gives a minimum of 0.8\% at 8.365 eV, which is 0.149 eV above the pole. Disorder, considered below, changes this too: for randomly placed spheres treated as point dipoles, the minimum is about 4\% and lies near 8.5 eV. In the thin limit the pole is recovered: with $d=0.01$ nm, a purely mathematical thickness, and $\hbar\gamma=0.05$ eV, the computed absorption peaks at 8.216 eV.

The difference matters if the resonance is used to measure porosity. Solving \eqref{result} for the filling fraction gives $f=1-3\omega_0^2/\omega_p^2$. If the Maxwell Garnett transmittance minimum were mistaken for the pole, the result would be $1-3(8.365/15)^2=0.067$ instead of 0.10, an error of one third of the true value. Within this model, the pole should be obtained by fitting $\epsilon_{\rm eff}$ with the film thickness included.

Disorder changes the local field from sphere to sphere. Let $T_{ij}$ be the tensor that gives the field at sphere $i$ due to the dipole $j$. With $s=\omega^2/\omega_p^2$, equation \eqref{alpha} gives $1/\alpha=(1-3s)/b^3$. Without an applied field, $p_i=\alpha\sum_jT_{ij}p_j$, so a mode in which $T$ has eigenvalue $\lambda$ satisfies
\begin{equation}
s=\frac{1-b^3\lambda}{3}.
\end{equation}
The Lorentz value $\lambda=4\pi n/3$ gives $b^3\lambda=f$ and recovers \eqref{result}.

A uniform field excites the modes in proportion to their squared overlap with a uniform polarization. To find the mean of $\lambda$ with these weights, repeat a cell of volume $V$ containing $N_s$ spheres periodically, with zero macroscopic field. Then $T_{ab}=\partial_a\partial_bG$, where $\nabla^2G=-4\pi(\delta-1/V)$ within the cell. Away from its source each tensor has trace $4\pi/V$; the same holds at a sphere for the field of its own periodic images. Summing over $N_s$ sources and averaging over three field directions gives $4\pi N_s/(3V)=4\pi n/3$. In this dipole model disorder therefore leaves the weighted mean of $\omega^2$ at $\omega_0^2$, although the absorption peak may move. For randomly placed hard spheres treated as point dipoles, with the example's $\omega_p$ and $f$ and $\hbar\gamma$ between 0.1 and 0.4 eV, it lies roughly 0.1 to 0.2 eV above $\hbar\omega_0$. The filling fraction inferred from it is then too low by about a quarter to a half, the more so the weaker the damping. At the example's total damping of 0.858 eV the shift is only about 0.04 eV, and the inferred filling is about a tenth too low.

The standard deviation of $\lambda$ follows at low density from independent pairs. Rare close pairs supply much of it, so it need not equal the half-width of the absorption line. The squared field of a unit dipole is $(1+3\cos^2\theta)/r^6$, with angular average $2/r^6$. Centres cannot be closer than $2b$, so to leading order in $f$
\begin{equation}
\langle(\Delta\lambda)^2\rangle=n\int_{2b}^{\infty}\frac{2}{r^6}\,4\pi r^2\,dr
=\frac{\pi n}{3b^3}=\frac{f}{4b^6}.
\end{equation}
The squared mean and the correlations between different neighbours are of order $f^2$ and have been dropped. Multiplying the standard deviation $\sqrt f/(2b^3)$ by $b^3/3$ gives $\Delta s=\sqrt f/6$. Twelve random arrangements of 150 hard spheres gave 0.0171 at $f=0.01$, against 0.0167 from this law. At $f=0.10$ they gave 0.0449, against 0.0527, so the dilute law is then 17\% above the computed value. Since $\omega=\omega_p\sqrt s$, the computed spread in energy is
\begin{equation}
\hbar\Delta\omega\simeq\frac{15\ {\rm eV}\times0.0449}{2\sqrt{0.300}}\simeq0.6\ {\rm eV}.
\end{equation}
This exceeds the shift of 0.444 eV that the theory predicts. It is still a dipole estimate, and a low one. The field of a close neighbour varies across a sphere and excites higher multipoles. To include them in the second moment, the squared field at the centre must be replaced by its average over the sphere's volume, which changes $1/r^6$ in the integral to $1/(r^2-b^2)^3$. The dilute law then becomes $\Delta s\simeq0.216\sqrt f$, which would give 0.94 eV in the example. At $f=0.10$ this law too is somewhat high, and the spread is nearer 0.8 to 0.9 eV.

Retardation lowers the resonance of a sphere of finite size. Write the magnetic field of the dipole mode as $H_\phi=u(r)\sin\theta/r$, where $u''+(\epsilon k^2-2/r^2)u=0$. Continuity of $H_\phi$ and $E_\theta$ makes $u$ and $u'/\epsilon$ continuous. For small $kr$ the regular solution inside is $r^2(1-\epsilon k^2r^2/10)$. The standing wave outside, which fixes the resonance when radiation damping is set aside, is $r^{-1}(1+k^2r^2/2)$. With $x=kb$, their values of $ru'/u$ at the surface are $2-\epsilon x^2/5$ and $-1+x^2$. Hence
\begin{equation}
\frac2\epsilon-\frac{x^2}{5}=-1+x^2,\qquad
\epsilon\simeq-2-\frac{12}{5}x^2,
\end{equation}
and $\omega=\omega_p/\sqrt{1-\epsilon}\simeq(\omega_p/\sqrt3)(1-0.4x^2)$. For the example $x=0.215$, and the full matching condition puts the single-sphere resonance at 8.501 eV, a shift of $-0.159$ eV. Retarded coupling between spheres is not included in this figure.

The derivation also assumes vacuum at the metal surface, but aluminium exposed to air grows an oxide a few nanometres thick. Let a shell of permittivity $\epsilon_2$ extend to radius $c$, and put $q=(b/c)^3$. Relative to the shell, the core has $\beta'=(\epsilon-\epsilon_2)/(\epsilon+2\epsilon_2)$, and the shell potential is proportional to $r-\beta'b^3/r^2$. Matching at $c$ shows that the coated sphere acts as a uniform one of permittivity
\begin{equation}
\epsilon_s=\epsilon_2\,\frac{1+2q\beta'}{1-q\beta'}.
\end{equation}
The coated spheres fill the fraction $F=f/q$, so their pole requires $\epsilon_s=-(2+F)/(1-F)$. Clearing fractions and solving first for $\beta'$, then for $\epsilon$, gives
\begin{equation}
q\beta'=\frac{2+F+\epsilon_2(1-F)}{2+F-2\epsilon_2(1-F)},\qquad
\epsilon=\epsilon_2\,\frac{1+2\beta'}{1-\beta'}.
\end{equation}
Keep the metal core at 5 nm and its filling fraction at 0.10, and add 2 nm of oxide with a rough constant permittivity of 3. Then $F=0.274$, $\epsilon=-4.691$, and the pole falls to $15/\sqrt{5.691}=6.288$ eV. This value depends on the oxide: permittivities of 2.5 and 3.5 give 6.58 and 6.04 eV, and crystalline alumina, near 3.6 at this energy, gives about 6.0 eV. The shift of $-1.93$ eV is more than four times the shift due to the neighbours of bare spheres. Inserted in the bare-sphere inversion, this energy would give $f=0.47$. The formula for $\omega_0$ is thus suited to this metal only if its surface is kept free of oxide. Even then, interband transitions, the nonlocal response of the electron gas (an upward shift of order 0.1 eV in a hard-wall hydrodynamic estimate for this radius) and the spill-out of electrons at the surface are left out, and the disorder spread, about 0.6 eV for point dipoles and larger with higher multipoles, limits what a single resonance energy can say about the film. The numerical output below lists most of the values used.

\section*{Values computed for the example and the checks}
\begin{verbatim}
plasma energy: 15.00 eV
sphere radius: 5.0 nm
filling fraction: 0.10
film thickness: 50.0 nm
centre spacing on a cubic lattice: 17.36 nm
single-sphere resonance: 8.660 eV
film pole w0: 8.216 eV
film pole w0: 0.3019 hartree
vacuum wavelength at w0: 150.9 nm
shift from single sphere: -0.444 eV
sphere permittivity at w0: -2.3333
zero of film permittivity: 9.487 eV
pole at f = 0.05: 8.441 eV
pole at f = 0.20: 7.746 eV
pole at f = 0.30: 7.246 eV
largest relative error, numerical pole vs law: 4.3e-07
lattice local field / (4 pi/3): 0.9999990
thin-film absorption peak (0.01 nm, damping 0.05 eV): 8.216 eV
electron density from wp: 1.632e+29 m^-3
Fermi speed: 1.957e+06 m/s
bulk damping: 0.60 eV
surface damping: 0.258 eV
total damping: 0.858 eV
peak of Im eps_eff with damping: 8.205 eV
height of that peak: 3.20
transmittance minimum of the film: 8.365 eV
transmittance there: 8.01e-03
disorder, f = 0.01: spread of s, computed: 0.0171
disorder, f = 0.01: spread of s, sqrt(f)/6: 0.0167
disorder, example: mean of s: 0.3000
disorder, example: spread of s, computed: 0.0449
disorder, example: spread of s, sqrt(f)/6: 0.0527
disorder, example: spread in energy: 0.62 eV
size parameter x at retarded resonance: 0.215
retarded single-sphere resonance: 8.501 eV
retardation shift, single sphere: -0.159 eV
oxide thickness: 2.0 nm
oxide permittivity: 3.0
filling fraction including oxide: 0.274
core permittivity at oxide-coated pole: -4.691
oxide-coated film pole: 6.288 eV
oxide shift: -1.928 eV
\end{verbatim}
